# Green-function decay above a square-lattice band: axes and diagonals

## Question

I am trying to work out how fast the resolvent of a square-lattice tight-binding Hamiltonian decays, so that I know where I may truncate it. The lattice is infinite, with spacing $a$, one orbital per site, zero on-site energy and nearest-neighbour hopping $t>0$. I take $H$ with a plus sign in front of the hopping, so a plane wave has energy $2t(\cos k_x+\cos k_y)$ and the band runs from $-4t$ to $4t$. The energy $E$ is real and lies above the band, $E>4t$.

The exercise says that the decay rates follow from

$$
\cosh\kappa=\frac{E}{2t}-1\quad\text{(axes)},\qquad
\cosh q=\frac{E}{4t}\quad\text{(diagonals, per hop)}.
$$

I can produce both by looking for a zero of $E-2t(\cos k_x+\cos k_y)$ at imaginary wave vector. With $k_x=i\kappa$, $k_y=0$ I get the first, and with $k_x=k_y=iq$ the second. But I don't trust this:

1. Why may I set $k_y=0$ on the axis? The Green function is an integral over all $k_y$, and another $k_y$ gives another $\kappa$.
2. Are these the true rates, or only bounds? Is there a prefactor?
3. The diagonal rate is smaller than the axis rate. Does the Green function really reach further along diagonals?
4. A general bound for functions of sparse matrices uses only the spectral interval and the number of hops. It knows nothing about directions, so which of the two rates does it give?

## Answer

Your two equations are right. What is missing is an argument that the zeros you found control the integral. One of the two momentum integrals can be done in closed form, and what remains is an integral of a positive function. That settles the bound, the rate and the prefactor together.

### Setting up

Let $G(m,n)$ be the matrix element of $(E-H)^{-1}$ between site $(0,0)$ and site $(m,n)$, with $m,n$ integers. In the plane-wave basis

$$
G(m,n)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_x\,dk_y}{(2\pi)^2}\,
\frac{e^{i(mk_x+nk_y)}}{E-2t(\cos k_x+\cos k_y)} .
$$

Wave vectors are in units of $1/a$. The denominator is at least $E-4t>0$, so the integral is well defined. By symmetry I take $m,n\ge 0$.

$G$ is positive at every site. Since $\|H\|=4t<E$, the series

$$
(E-H)^{-1}=\sum_{N=0}^{\infty}\frac{H^N}{E^{N+1}}
$$

converges. The matrix element of $H^N$ is $t^N$ times the number of $N$-hop walks joining the two sites. No term is negative, and some term is positive.

If your hopping were $-t$, each walk would carry $(-t)^N$. Every walk to $(m,n)$ has $N$ of the same parity as $m+n$, so $G$ would only acquire the factor $(-1)^{m+n}$. The decay would be the same.

### The one integral we need

For $B>2A>0$ and an integer $p\ge0$, consider

$$
I_p=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{e^{ipk}}{B-2A\cos k},
\qquad \cosh\lambda=\frac{B}{2A},\quad \lambda>0 .
$$

Put $z=e^{ik}$, so that $dk=dz/(iz)$ and $2\cos k=z+1/z$. Because $e^{\lambda}+e^{-\lambda}=B/A$, the denominator factorizes:

$$
B-A\left(z+\frac1z\right)=-\frac{A}{z}\left(z^2-\frac{B}{A}z+1\right)
=-\frac{A}{z}\,(z-e^{-\lambda})(z-e^{\lambda}).
$$

The factor $1/z$ from $dk$ cancels the $z$ from the inverted denominator, which leaves

$$
I_p=-\frac1A\,\frac{1}{2\pi i}\oint_{|z|=1}\frac{z^{p}\,dz}{(z-e^{-\lambda})(z-e^{\lambda})} .
$$

Only the pole at $z=e^{-\lambda}$ lies inside the unit circle. Its residue gives

$$
I_p=-\frac1A\,\frac{e^{-p\lambda}}{e^{-\lambda}-e^{\lambda}}
=\frac{e^{-p\lambda}}{2A\sinh\lambda}.
$$

For negative $p$, replace $p$ by $|p|$, since the denominator is even in $k$.

### Along an axis: why $k_y=0$

Set $n=0$ and integrate over $k_x$ at fixed $k_y=k$. Here $A=t$ and $B=E-2t\cos k$, so

$$
G(m,0)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{e^{-m\lambda(k)}}{2t\sinh\lambda(k)},
\qquad
\cosh\lambda(k)=\frac{E}{2t}-\cos k .
$$

This answers your first question. Every transverse wave vector $k$ contributes, each with its own decay rate $\lambda(k)$. The slowest decay belongs to the smallest $\lambda$, which occurs where $\cos k$ is largest, at $k=0$. There $\cosh\lambda(0)=E/2t-1$, so $\lambda(0)=\kappa$. All contributions are positive, so they cannot cancel.

Since $\lambda(k)\ge\kappa$, we may replace $e^{-m\lambda(k)}$ by the larger $e^{-\kappa m}$. The integral left over is $G(0,0)$, and therefore

$$
0<G(m,0)\le e^{-\kappa m}\,G(0,0)\qquad\text{for every } m\ge0 .
$$

To see that the rate cannot be improved, expand about the minimum. Differentiating the equation for $\lambda$ once and twice gives

$$
\sinh\lambda\;\lambda'=\sin k,\qquad
\cosh\lambda\;(\lambda')^2+\sinh\lambda\;\lambda''=\cos k .
$$

At $k=0$ these yield $\lambda'=0$ and $\lambda''=1/\sinh\kappa$, so $\lambda(k)\approx\kappa+k^2/(2\sinh\kappa)$. For large $m$ only a narrow region around $k=0$ matters, because the rest is exponentially smaller. We may then evaluate the denominator at $k=0$ and extend the Gaussian integral to the whole line:

$$
G(m,0)\simeq\frac{e^{-\kappa m}}{2t\sinh\kappa}\,\frac{1}{2\pi}
\int_{-\infty}^{\infty}\!dk\;e^{-mk^2/(2\sinh\kappa)}
=\frac{e^{-\kappa m}}{2t\sinh\kappa}\sqrt{\frac{\sinh\kappa}{2\pi m}} ,
$$

that is,

$$
G(m,0)\simeq\frac{e^{-\kappa m}}{2t\sqrt{2\pi m\sinh\kappa}} .
$$

The relative correction is of order $1/m$ at fixed $E$, with a coefficient that depends on $E$. The Gaussian has $k^2\sim\sinh\kappa/m$, and this must be small compared with 1, so the formula needs at least $m\gg\sinh\kappa$. Hence $-\ln G(m,0)/m\to\kappa$: this is the true exponential rate, accompanied by a factor $m^{-1/2}$.

### Along a diagonal

For the site $(m,m)$, use $k_x=u+v$ and $k_y=u-v$. Then

$$
mk_x+mk_y=2mu,\qquad \cos k_x+\cos k_y=2\cos u\cos v .
$$

The measure needs care. The Jacobian is 2, so letting $u$ and $v$ both run over $(-\pi,\pi)$ covers an area $8\pi^2$ of wave vectors, twice the Brillouin zone. Indeed $(u,v)$ and $(u+\pi,v+\pi)$ represent the same wave vector. Each point is counted twice with equal weight, so an average over the $(u,v)$ square equals the average over the zone:

$$
G(m,m)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{du\,dv}{(2\pi)^2}\,
\frac{e^{2imu}}{E-4t\cos u\cos v} .
$$

Now integrate over $u$. If $\cos v<0$, shift $u$ by $\pi$. This reverses the sign of $\cos u$ and leaves $e^{2imu}$ unchanged, so we can use $|\cos v|$ throughout. The standard integral applies with $p=2m$, $B=E$ and $2A=4t|\cos v|$. The isolated points with $\cos v=0$ do not affect the result. With

$$
\cosh\mu(v)=\frac{E}{4t|\cos v|},\qquad
2A\sinh\mu=\sqrt{B^2-4A^2}=\sqrt{E^2-16t^2\cos^2 v},
$$

we obtain

$$
G(m,m)=\int_{-\pi}^{\pi}\frac{dv}{2\pi}\,
\frac{e^{-2m\mu(v)}}{\sqrt{E^2-16t^2\cos^2 v}} .
$$

The smallest $\mu$ occurs where $|\cos v|=1$, and there $\cosh\mu=E/4t$, so $\mu=q$. As before,

$$
0<G(m,m)\le e^{-2qm}\,G(0,0).
$$

The factor 2 is the one to watch. The site $(m,m)$ is $2m$ hops from the origin. Thus $q$ is the rate per hop, $2q$ the rate per diagonal step, and $2q/\sqrt2=\sqrt2\,q$ the rate per length $a$.

For the prefactor, note that near $v=0$ we have $\cosh\mu=\cosh q/\cos v$. Differentiating once gives $\sinh\mu\;\mu'=\cosh q\,\sin v/\cos^2v$, so $\mu'(0)=0$. Differentiating again at $v=0$ gives $\sinh q\;\mu''(0)=\cosh q$, or $\mu''(0)=\coth q$. The exponent is therefore $-2mq-m\coth q\;v^2$ to second order. The square root in the denominator equals $4t\sinh q$ at the minimum. The points $v=0$ and $v=\pi$ contribute equally, hence

$$
G(m,m)\simeq 2\cdot\frac{1}{2\pi}\,\frac{e^{-2qm}}{4t\sinh q}
\sqrt{\frac{\pi\tanh q}{m}}
=\frac{e^{-2qm}}{4t\sqrt{\pi m\sinh q\cosh q}} .
$$

### Which direction reaches further?

It depends on what you hold fixed. From the two definitions,

$$
\cosh\kappa-1=\frac{E}{2t}-2=2(\cosh q-1).
$$

Using $\cosh x-1=2\sinh^2(x/2)$ on both sides and taking the positive root,

$$
\sinh\frac{\kappa}{2}=\sqrt2\,\sinh\frac q2 .
$$

This shows that $\kappa>q$. Also, $\sinh y/y$ increases for $y>0$, as its power series has positive coefficients, so $\sqrt2\sinh y<\sinh(\sqrt2\,y)$. With $y=q/2$ this gives $\sinh(\kappa/2)<\sinh(q/\sqrt2)$. Altogether,

$$
q<\kappa<\sqrt2\,q .
$$

Per hop the diagonal decays more slowly; per unit length it decays faster. The Green function reaches further along the axes in real distance, and further along the diagonals in hop count.

**Close to the band.** Let $E=4t+\varepsilon$ with $0<\varepsilon\ll t$. Expanding both hyperbolic cosines gives $\kappa^2/2\approx\varepsilon/2t$ and $q^2/2\approx\varepsilon/4t$, so

$$
\kappa\approx\sqrt2\,q\approx\sqrt{\varepsilon/t}.
$$

The decay per length is then isotropic to leading order, as expected from the isotropic dispersion $4t-t(k_x^2+k_y^2)$ near the band top. The asymptotic prefactors now need a larger distance. For small $\kappa$ and $k$, $\lambda^2\approx\kappa^2+k^2$, so the quadratic expansion needs $k^2\ll\kappa^2$. The Gaussian has $k^2\sim\kappa/m$, which gives the condition $m\kappa\gg1$. At $E=4t$ the rates vanish and the integral for $G$ diverges at $k_x=k_y=0$. Inside the band the denominator vanishes at real wave vectors, and this derivation no longer applies.

**Far above the band.** For $E\gg t$, $e^{\kappa}\approx E/t$ and $e^{q}\approx E/2t$, so $\kappa-q\to\ln2$. The walk series explains the difference. One shortest walk leads to $(m,0)$, but $\binom{2m}{m}$ shortest walks lead to $(m,m)$. For large $m$ that number grows as $4^m/\sqrt{\pi m}$, a factor of 2 per hop. In this regime $\sinh\kappa\approx E/2t$, so the axis prefactor $m^{-1/2}$ sets in only for $m\gg E/t$. For $m\ll E/t$ the single shortest walk dominates and $G(m,0)\approx t^m/E^{m+1}$.

### What the general matrix bound sees

Use the standard integral as a Fourier coefficient, with $B=E$ and $2A=4t$, for which $\lambda=q$:

$$
\frac{1}{E-4t\cos\theta}=\frac{1}{4t\sinh q}
\left[1+2\sum_{j=1}^{\infty}e^{-qj}\cos j\theta\right].
$$

With $x=\cos\theta$, $\cos j\theta$ is the Chebyshev polynomial $T_j(x)$. The spectrum of $H/4t$ lies in $[-1,1]$, so we may insert $x=H/4t$. On that interval $|T_j|\le1$, so no matrix element of $T_j(H/4t)$ exceeds 1 in magnitude.

Let $d=m+n\ge1$ be the hop distance. A polynomial of degree $j<d$ in $H$ cannot connect the two sites, so only terms with $j\ge d$ survive:

$$
G(m,n)\le\frac{2}{4t\sinh q}\sum_{j=d}^{\infty}e^{-qj}
=\frac{e^{-qd}}{2t\sinh q\,(1-e^{-q})} .
$$

So the direction-blind bound gives the diagonal rate $q$, and no bound of this kind can give a faster one. A bound $Ce^{-\gamma d}$, with $C$ independent of $d$, that holds for every matrix with this spectral interval and hop range must also hold for our lattice along its diagonal, which forces $\gamma\le q$. The axis decays faster than the bound predicts because its extra decay depends on the geometry of the lattice.

### Numbers

Take round model parameters $t=0.5$ eV and $E=2.5$ eV, which is 0.5 eV above the band edge. Then

$$
\cosh\kappa=\frac{2.5}{1.0}-1=1.5,\quad \sinh\kappa=\sqrt{1.25}=1.118,
\quad \kappa=\ln(2.618)=0.9624,
$$

$$
\cosh q=\frac{2.5}{2.0}=1.25,\quad \sinh q=0.75,\quad q=\ln2=0.6931 .
$$

The diagonal rate is $1.3863$ per diagonal step, or $0.9803$ per $a$. The decay lengths are $1/0.9624=1.039\,a$ along the axis and $1/0.9803=1.020\,a$ along the diagonal. At $m=10$ the asymptotic formulas give

$$
G(10,0)\simeq\frac{e^{-9.624}}{\sqrt{20\pi\times1.118}}\ \text{eV}^{-1}
=7.887\times10^{-6}\ \text{eV}^{-1},
$$

$$
G(10,10)\simeq\frac{2^{-20}}{2\sqrt{10\pi\times0.9375}}\ \text{eV}^{-1}
=8.786\times10^{-8}\ \text{eV}^{-1}.
$$

For comparison, I solved the real-space equation $E\,G(\mathbf r)=\delta_{\mathbf r,0}+t\sum_{\mathbf r'}G(\mathbf r')$, where $\mathbf r'$ runs over the neighbours of $\mathbf r$. I used an open cluster of $201\times201$ sites with the source at its centre, and iterated 1200 times from $G=0$. This gives $G(0,0)=0.5081$ eV$^{-1}$ and the following values:

| Site | Lattice $G$ (eV$^{-1}$) | Asymptote (eV$^{-1}$) |
|---|---|---|
| $(5,0)$ | $1.383\times10^{-3}$ | $1.372\times10^{-3}$ |
| $(10,0)$ | $7.887\times10^{-6}$ | $7.887\times10^{-6}$ |
| $(20,0)$ | $3.684\times10^{-10}$ | $3.687\times10^{-10}$ |
| $(10,10)$ | $8.664\times10^{-8}$ | $8.786\times10^{-8}$ |

The diagonal asymptote at $m=10$ is 1.4% above the lattice value. The closer agreement at $(10,0)$ is partly accidental: the axis asymptote is too low at $m=5$ and too high at $m=20$, so its error changes sign in between.

The two ways of comparing directions also show up in the lattice values. At 24 hops, $G(12,12)=4.95\times10^{-9}$ eV$^{-1}$ far exceeds $G(24,0)=7.16\times10^{-12}$ eV$^{-1}$. At nearly equal distance the order reverses: $G(17,17)$, at $24.04\,a$, is $4.08\times10^{-12}$ eV$^{-1}$, below $G(24,0)$.

At 20 hops the direction-blind bound is

$$
\frac{2^{-20}}{2(0.5)(0.75)(0.5)}\ \text{eV}^{-1}=2.54\times10^{-6}\ \text{eV}^{-1}.
$$

This is about 29 times $G(10,10)$, but about 6900 times $G(20,0)=3.68\times10^{-10}$ eV$^{-1}$. The first gap comes from prefactors; the second also contains the difference between $q$ and $\kappa$.

For truncation at $G/G(0,0)<10^{-6}$, the directional bounds guarantee the threshold once

$$
m\ge\frac{\ln10^6}{0.9624}=14.4\ \text{(axis)},\qquad
m\ge\frac{\ln10^6}{1.3863}=9.97\ \text{(diagonal)},
$$

which means $m=15$ and $m=10$. The lattice values first fall below it at $m=13$ and $m=9$. The bounds are slightly cautious here because they omit the decay from the factor $m^{-1/2}$ and the rest of the prefactor.

Numbers in the example were calculated in double precision.
